# Mean-value point of a one-dimensional crystal and its second-harmonic error

## Problem

The energy per cell of a full band is the average of the band over the Brillouin zone. A mean-value point is a single wave vector whose energy stands in for that average. This exercise finds such a point for a one-dimensional crystal and determines how wrong it is.

A crystal of period $a$ has the band

$$E(\theta)=E_0+E_1\cos\theta+E_2\cos 2\theta,\qquad \theta=ka,\quad -\pi<\theta\le\pi. \tag{1}$$

The band is full. Energies are counted per cell and per spin, and an error means estimate minus exact zone average.

1. Find every point of the zone at which the first harmonic vanishes, and the error of the band energy there.
2. Explain the sign and size of the error through hopping between cells.
3. Find the point at which the band (1) equals its own average. Why is it not a substitute for the point of part 1?
4. Let the band have all cosine harmonics $E_m$. Find the error of the mesh $\theta_j=-\pi+(2j+1)\pi/N$, with $j=0,\dots,N-1$ and $N$ even. Compare it with the pair $\theta=0,\pi$.
5. What happens if the band is not even in $k$, or is only half filled?
6. Evaluate the results for an electron in the potential $V(x)=2V_G\cos(2\pi x/a)$, with $a=0.54$ nm and $V_G=0.60$ eV, and judge what the two-harmonic band leaves out.

Data for part 6. In plane waves of wave number $k+2\pi n/a$, the Hamiltonian has the diagonal elements $\hbar^2(k+2\pi n/a)^2/2m$ and the element $V_G$ between neighbouring $n$. Numerical diagonalization with $|n|\le 10$ at 400 equally spaced $k$ gives a lowest band with $E_0=0.19819$ eV and, in meV,

$$E_1=-380.611,\quad E_2=56.942,\quad E_3=-14.203,$$
$$E_4=4.335,\quad E_5=-1.474,\quad E_6=0.536.$$

The lowest band is 0.793 eV wide, and the gap above it, at $k=\pi/a$, is 1.196 eV.

## Solution

### 1. The point and its error

In a long ring of cells the allowed $\theta$ are equally spaced, so the energy of a full band per cell becomes

$$\bar E=\frac{1}{2\pi}\int_{-\pi}^{\pi}E(\theta)\,d\theta .$$

For every integer $m\ge1$,

$$\int_{-\pi}^{\pi}\cos m\theta\,d\theta=\left[\frac{\sin m\theta}{m}\right]_{-\pi}^{\pi}=0,$$

so $\bar E=E_0$. The harmonics shape the band but do not change its average. A sampling point is good to the extent that it removes them too.

The first harmonic vanishes where $\cos\theta=0$, that is at $\theta=\pi/2+n\pi$ with integer $n$. Two of these values lie in the zone:

$$\theta=\pm\frac{\pi}{2},\qquad k^*=\pm\frac{\pi}{2a}. \tag{2}$$

They have the same energy because the band is even, so one evaluation suffices. There $\cos2\theta=\cos(\pm\pi)=-1$, and

$$E(k^*)-\bar E=(E_0+0-E_2)-E_0=-E_2. \tag{3}$$

This is exact for the band (1), however large $E_1$ is. A positive $E_2$ makes the estimate too low. With two electrons per cell the error is $-2E_2$.

At $\theta=0$ both cosines equal one and the error is $E_1+E_2$. The point $k^*$ is therefore better than the zone centre if $|E_2|<|E_1+E_2|$. That holds whenever $|E_1|>2|E_2|$, since then $|E_1+E_2|\ge|E_1|-|E_2|>|E_2|$, but not for every band: with $E_1=-E_2$ the zone centre happens to be right.

### 2. The error as a hop around a small ring

Let $c_n$ be the amplitude on cell $n$, and let $t_1$ and $t_2$ be the hopping energies to first and second neighbours. The eigenvalue equation is

$$E c_n=E_0c_n+t_1(c_{n+1}+c_{n-1})+t_2(c_{n+2}+c_{n-2}). \tag{4}$$

Inserting $c_n=e^{in\theta}$ gives $E=E_0+2t_1\cos\theta+2t_2\cos2\theta$, so $t_1=E_1/2$ and $t_2=E_2/2$.

At $\theta=\pm\pi/2$ we have $e^{2i\theta}=-1$, hence $c_{n+2}=-c_n$. These are the states of a ring of two cells whose amplitude changes sign after one turn. In this ring $c_{n-1}=-c_{n+1}$, so the two first-neighbour terms in (4) cancel. Both second-neighbour terms lead back to the starting cell with a minus sign:

$$E c_n=E_0c_n+t_2(-c_n-c_n)=(E_0-2t_2)c_n=(E_0-E_2)c_n .$$

In a long ring the mean eigenvalue is the trace of the Hamiltonian divided by the number of cells. Hops between different cells do not enter the trace, so the mean is $E_0$. The error is thus the energy of second-neighbour hops that the small ring mistakes for on-site energy. Sampling at $k^*$ is accurate when hopping over two cells is weak.

### 3. The band's own mean point

Set $c=\cos\theta$ and use $\cos2\theta=2c^2-1$. The condition $E(\theta)=E_0$ becomes

$$2E_2c^2+E_1c-E_2=0 .$$

Take $E_1$ and $E_2$ nonzero, and write $s=\operatorname{sgn}E_1$ and $R=\sqrt{E_1^2+8E_2^2}$. The root of smaller magnitude is

$$c=\frac{-E_1+sR}{4E_2}=\frac{R^2-E_1^2}{4E_2(E_1+sR)}=\frac{2E_2}{E_1+sR}. \tag{5}$$

The second form follows on multiplying numerator and denominator by $E_1+sR$; the third uses $R^2-E_1^2=8E_2^2$. Since $|E_1+sR|=|E_1|+R>2\sqrt2\,|E_2|$, this root obeys $|c|<1/\sqrt2$ and corresponds to a real $\theta$.

The product of the two roots is $-1/2$, so the other one has magnitude $(|E_1|+R)/(4|E_2|)$. This equals 1 at $|E_1|=|E_2|$ and grows with $|E_1|$. For $|E_1|>|E_2|$ the root (5) is therefore the only admissible one.

The point (5) has no error, but finding it requires the ratio $E_2/E_1$. To obtain this ratio from the band (1) one needs the energies at three points with different $\cos\theta$, and these already determine $E_0$ itself. The point also moves when the ratio changes. The point $k^*$ follows from the period alone and can be chosen before any band is known.

### 4. All harmonics and finer meshes

For a band $E_0+\sum_{m\ge1}E_m\cos m\theta$ we need the mesh average of each harmonic:

$$\frac1N\sum_{j=0}^{N-1}e^{im\theta_j}=e^{-im\pi}e^{im\pi/N}\,\frac1N\sum_{j=0}^{N-1}e^{2\pi imj/N}.$$

The last sum, with its factor $1/N$, is a geometric series equal to 1 if $m$ is a multiple of $N$ and to 0 otherwise. For $m=\ell N$ the prefactor is $(-1)^{\ell N}(-1)^\ell=(-1)^\ell$, because $N$ is even. The result is real, so it is also the average of $\cos m\theta_j$, and

$$\Delta_N=\sum_{\ell\ge1}(-1)^\ell E_{\ell N}. \tag{6}$$

For $N=2$ the mesh is the pair $\pm\pi/2$, with

$$\Delta_2=-E_2+E_4-E_6+\dots \tag{7}$$

All odd harmonics are removed, not just the first. For $N=4$ the points are $\pm\pi/4$ and $\pm3\pi/4$, which evenness reduces to two evaluations. The error is then $-E_4+E_8-\dots$, which is zero for the band (1).

On the pair $\theta=0,\pi$ the average of $\cos m\theta$ is $[1+(-1)^m]/2$, so its error is $E_2+E_4+E_6+\dots$. For the band (1) this is $+E_2$, opposite to (3). The pair $0,\pi$ thus costs two evaluations and is no more accurate here than the single evaluation at $k^*$.

**The limit of a vanishing potential.** As $V_G\to0$ the lowest band becomes the parabola $E=U\theta^2/\pi^2$, where $U=\hbar^2\pi^2/(2ma^2)$ is the energy at the zone edge. Integrating by parts twice,

$$\frac1\pi\int_{-\pi}^{\pi}\theta^2\cos m\theta\,d\theta=\frac1\pi\left[\frac{\theta^2\sin m\theta}{m}+\frac{2\theta\cos m\theta}{m^2}-\frac{2\sin m\theta}{m^3}\right]_{-\pi}^{\pi}=\frac{4(-1)^m}{m^2},$$

so $E_m=4(-1)^mU/(\pi^2m^2)$. The harmonics now fall off slowly, because the periodic band has a kink at the zone edge. The total error at $k^*$ follows directly from the parabola:

$$\Delta_2=\frac U4-\frac U3=-\frac{U}{12}.$$

The second harmonic alone would give $-U/\pi^2$, which is larger in magnitude by a factor $12/\pi^2\approx1.22$. Formula (3) is then only an estimate.

### 5. Two ways to lose the result

**A band that is not even.** For a spinless electron in a real potential, complex conjugation turns a state at $k$ into one at $-k$ with the same energy, so the band is even. Without such a symmetry a term $S\sin\theta$ may appear. Its zone average is zero, but it equals $+S$ at $\theta=\pi/2$ and $-S$ at $\theta=-\pi/2$. The error at $+k^*$ alone is $S-E_2$, while the average over both points restores $-E_2$.

**A half-filled band.** Take $E_1<0$ and $|E_1|>4|E_2|$. Then

$$\frac{dE}{d\theta}=-\sin\theta\,(E_1+4E_2\cos\theta)>0\qquad(0<\theta<\pi),$$

so the lower half of the states is $|\theta|<\pi/2$. Their energy per cell and spin is

$$\frac1{2\pi}\int_{-\pi/2}^{\pi/2}E\,d\theta=\frac{1}{2\pi}\left(\pi E_0+2E_1+0\right)=\frac{E_0}{2}+\frac{E_1}{\pi}.$$

The second harmonic gives zero because $\sin2\theta$ vanishes at both limits. The sampling points now lie at the Fermi level and are degenerate. Giving each the occupation $1/2$ yields $(E_0-E_2)/2$, with the error

$$\frac{E_0-E_2}{2}-\frac{E_0}{2}-\frac{E_1}{\pi}=-\frac{E_2}{2}-\frac{E_1}{\pi}. \tag{8}$$

The first harmonic is back. The quantity to be averaged is now the band energy times an occupation that jumps at the Fermi level, and the cancellation in part 1 does not apply to that product.

### 6. Numbers

The mean-value point is

$$k^*=\frac{\pi}{2\times0.54\ \text{nm}}=2.909\ \text{nm}^{-1}.$$

Keeping $E_0$, $E_1$ and $E_2$, the estimate is $0.19819-0.05694=0.1412$ eV against an average of $0.1982$ eV. The error is $-56.9$ meV ($-2.09$ mHa) per spin, or $-113.9$ meV for two electrons per cell. The error per spin is 7.5 % of the width $-2E_1=761$ meV of the two-harmonic band. The zone centre alone would give $-380.6+56.9=-323.7$ meV, an error 5.7 times larger.

For the band's own mean point, $R=\sqrt{380.6^2+8\times56.94^2}=413.3$ meV, and (5) gives

$$c=\frac{2\times56.94}{-380.6-413.3}=-0.1434,\qquad k=3.175\ \text{nm}^{-1}.$$

It lies only $0.27\ \text{nm}^{-1}$ from $k^*$, yet that shift accounts for the whole 57 meV.

**Higher harmonics.** Averaging the full computed band over the meshes of part 4 gives these errors per spin:

- $N=2$: $-53.07$ meV
- $N=4$: $-4.26$ meV
- $N=6$: $-0.53$ meV

The first agrees with (7): $-56.94+4.34-0.54=-53.14$ meV, and the remaining 0.07 meV comes from $E_8$ and beyond. The two-harmonic formula thus overstates the size of the error by 3.9 meV. If the band energy for two electrons is wanted to 1 meV per cell, six points just miss the target, with $-1.07$ meV.

**Filling.** The condition for (8) holds, since $4E_2=228$ meV is less than $|E_1|$. For the two-harmonic band, half filling gives the error $-28.5+121.2=92.7$ meV per spin; with all harmonics of the computed band it is 93.2 meV. This error is larger than at full filling and of opposite sign. Thermal emptying of the full band is negligible by comparison. With the chemical potential at midgap and at 300 K, the Fermi function averaged over the lowest band gives about $6\times10^{-12}$ holes per cell and spin.

**Comparison with a real semiconductor.** The period and the gap are roughly those of silicon (about 0.54 nm and 1.1 eV), but the chain is not a model of its bands. Silicon's valence bands together span roughly 12 eV, far more than the 0.79 eV here, so the 57 meV should not be carried over. One assumption that fails for a real crystal is that of one dimension. Suppose the same potential acts along each axis of a simple cubic crystal, $V(x)+V(y)+V(z)$. The energies add, and the error at $(\pi/2a)(1,1,1)$ triples from $-53$ to $-159$ meV per spin. The width of the lowest band triples as well. Its top then lies above the bottom of the next band by twice the chain's width minus its gap, $2\times0.793-1.196=0.390$ eV. Two electrons per cell would then no longer fill one band exactly. A small part of them, about 1.4 %, would move from the top of the lowest band to the next one. This lowers the exact energy by about 2 meV per spin, so the error of the full-band estimate becomes $-157$ instead of $-159$ meV. The overlap is too small to bring back the large first-harmonic error of the half-filled chain.

**Energy differences.** The error (3) concerns a sum of eigenvalues in a fixed potential. In a self-consistent calculation the density is sampled at the same points and changes the potential; that effect is not estimated here. When two structures are compared, each sampled at its own $\theta=\pi/2$ and each with a full two-harmonic band, the error of the difference for two electrons per cell is $-2(E_2'-E_2)$, where the prime marks the second structure. It cancels if the second harmonic is the same in both. A strain that changes second-neighbour hopping therefore leaves an error in the energy difference.
